# Chemisorption on a half-filled chain from weak to strong coupling

## The problem

A semi-infinite chain has one orbital per site, site energy zero and hopping $t>0$ between neighbours. Its band runs from $-2t$ to $2t$ and is half filled, so the Fermi energy is zero. An atom with one orbital of energy $\varepsilon_a$ is attached to the end site by a matrix element $V>0$. This is the Newns–Anderson model of chemisorption without electron repulsion on the atom. Temperature is zero, both spins are counted, and orbital overlap and core repulsion are left out.

The binding energy $E_b$ is the energy of the separated parts minus that of the joined system, both with the Fermi energy at zero. Positive $E_b$ means attraction.

Take $\varepsilon_a=0$, so that the atom, like every chain site, holds one electron. Find $E_b(V)$, its laws for weak and strong coupling, and the range of $V$ in which one passes into the other. Then find what changes when $\varepsilon_a\neq0$. For numbers use $t=2$ eV.

## A tempting solution

For small $V$, use second-order perturbation theory. An electron on the atom makes virtual hops into empty chain states, and chain electrons make virtual hops onto the atom. Each process lowers the energy by a squared matrix element over an excitation energy. The squared elements are proportional to $V^2$ and the excitation energies are of the order of the band width, so

$$E_b\simeq C\,V^2,\qquad C\sim \frac1t .$$

For large $V$, the atom and the end site form a two-site molecule with levels $\pm V$. Two electrons occupy the lower one, so $E_b\simeq 2V$. The two laws meet at $V\sim 2/C$, of order $t$, and the exponent falls there from 2 to 1.

The strong-coupling half is right to leading order. The weak-coupling half is wrong for $\varepsilon_a=0$.

## Where it fails

The fault is the assumption that the excitation energies are of the order of the band width. The atomic level lies at the Fermi energy, and the chain has states arbitrarily close to it.

To see the consequence we need the density of states on the end site. Let $g(z)$ be the Green function of that site. Removing the site leaves an identical chain, coupled to it by $t$, so

$$g=\frac{1}{z-t^2g}\quad\Rightarrow\quad t^2g^2-zg+1=0 .$$

Just above the real axis, for $|\varepsilon|<2t$, the root with negative imaginary part is $g=[\varepsilon-i\sqrt{4t^2-\varepsilon^2}]/(2t^2)$. Hence

$$\rho_s(\varepsilon)=-\frac1\pi\,\mathrm{Im}\,g=\frac{\sqrt{4t^2-\varepsilon^2}}{2\pi t^2},\qquad \rho_s(0)=\frac1{\pi t}.$$

If the atomic level is occupied for a given spin, its electron can hop to states with $\varepsilon>0$. If it is empty, electrons can hop in from $\varepsilon<0$. The band is symmetric, so both cases give the same sum. For two spins,

$$E^{(2)}=2V^2\int_0^{2t}\frac{\rho_s(\varepsilon)}{\varepsilon}\,d\varepsilon .$$

Since $\rho_s(0)\neq0$, this integral diverges logarithmically at its lower end. There is no finite constant $C$.

A finite chain shows the same fault. With $N$ sites, $N$ even, the levels are $2t\cos k$ with $k=\pi j/(N+1)$, and their weights on the end site are $2\sin^2k/(N+1)$. The lowest positive level is about $\pi t/N$, so the sum grows as $(2V^2/\pi t)\ln N$. For $t=2$ eV, direct summation gives an increase of $0.733\,V^2/\text{eV}$ from 1000 to 10000 sites, in agreement with $(2/\pi t)\ln 10$.

The bare sum is valid only if the admixture of the lowest level is small. That admixture is about $(2V^2/N)/(\pi t/N)^2$, so the condition is $V^2/t\ll t/N$. For any fixed $V$, a long enough chain violates it.

## The binding energy for any coupling

We therefore keep $V$ to all orders. Start with a finite chain, and let $\varepsilon_n$ and $\varepsilon_n^0$ be the one-electron levels of the joined and separated systems. Eliminating the chain from the determinant of $z-H$ gives

$$D(z)=\prod_n\frac{z-\varepsilon_n}{z-\varepsilon_n^0}=\frac{z-\varepsilon_a-V^2g(z)}{z-\varepsilon_a}.$$

The occupied levels of one spin sum to $\sum_{\varepsilon<0}\varepsilon=\tfrac12\sum(\varepsilon-|\varepsilon|)$. The coupling is off-diagonal, so it does not change the trace $\sum\varepsilon$. With the factor 2 for spin,

$$E_b=\sum_n\left(|\varepsilon_n|-|\varepsilon_n^0|\right).$$

To bring in $D$, use

$$\int_0^\infty\ln\frac{y^2+a^2}{y^2+b^2}\,dy=\pi(|a|-|b|).$$

This holds because both sides vanish at $|a|=|b|$, and for $a>0$ the derivative of the left side with respect to $a$ is $\int_0^\infty 2a\,dy/(y^2+a^2)=\pi$. Since $|D(iy)|^2=\prod_n(y^2+\varepsilon_n^2)/(y^2+(\varepsilon_n^0)^2)$,

$$E_b=\frac1\pi\int_0^\infty\ln|D(iy)|^2\,dy .$$

Now let the chain become infinite. At $z=iy$ put $g=-iG$. The quadratic equation becomes $t^2G^2+yG-1=0$. The root that behaves as $1/y$ at large $y$ is

$$G(y)=\frac{\sqrt{y^2+4t^2}-y}{2t^2}.$$

The numerator of $D$ is then $i(y+V^2G)-\varepsilon_a$, and

$$E_b=\frac1\pi\int_0^\infty\ln\frac{(y+V^2G)^2+\varepsilon_a^2}{y^2+\varepsilon_a^2}\,dy. \tag{1}$$

For $\varepsilon_a=0$ this reduces to $E_b=(2/\pi)\int_0^\infty\ln(1+V^2G/y)\,dy$. Substitute $y=2t\sinh u$, so that $G=(\cosh u-\sinh u)/t=e^{-u}/t$. With $v=V/t$ and $a=1-v^2$,

$$1+\frac{V^2G}{y}=1+\frac{v^2e^{-2u}}{1-e^{-2u}}=\frac{1-a\,e^{-2u}}{1-e^{-2u}} .$$

Since $dy=2t\cosh u\,du$, integrate by parts with $\cosh u=(\sinh u)'$. The boundary term vanishes as $u\ln u$ at $u\to0$ and as $e^{-u}$ at $u\to\infty$. What remains is

$$E_b=\frac{4t}{\pi}\int_0^\infty\sinh u\left[\frac{2e^{-2u}}{1-e^{-2u}}-\frac{2a\,e^{-2u}}{1-a\,e^{-2u}}\right]du .$$

Set $x=e^{-u}$, so that $\sinh u=(1-x^2)/(2x)$ and $du=-dx/x$. The integrand becomes

$$1-\frac{a(1-x^2)}{1-ax^2}=\frac{1-a}{1-ax^2}=\frac{v^2}{1-ax^2}.$$

Therefore

$$E_b=\frac{4t}{\pi}\,v^2F,\qquad F=\int_0^1\frac{dx}{1-(1-v^2)x^2}, \tag{2}$$

$$F=\frac{\operatorname{artanh}\sqrt{1-v^2}}{\sqrt{1-v^2}}\ (v<1),\qquad F=\frac{\arctan\sqrt{v^2-1}}{\sqrt{v^2-1}}\ (v>1),$$

and $F=1$ at $v=1$.

## The two limits

**Weak coupling.** Because $(1-\sqrt a)(1+\sqrt a)=v^2$, we have $\operatorname{artanh}\sqrt a=\ln[(1+\sqrt a)/v]$. For $v\to0$ this tends to $\ln(2/v)$, and

$$E_b\simeq\frac{4V^2}{\pi t}\ln\frac{2t}{V}. \tag{3}$$

This replaces the supposed $V^2$ law. The Green function of the atom is $1/(z-V^2g)$, and at the Fermi energy $V^2g=-iV^2/t$. For $V\ll t$ the level therefore has half-width $\Gamma=V^2/t$. In terms of $\Gamma$, equation (3) reads $(2V^2/\pi t)\ln(4t/\Gamma)$. This has the prefactor of the divergent second-order integral, with the divergence cut off at an energy of order $\Gamma$.

**Strong coupling.** Write $\arctan\sqrt{v^2-1}=\pi/2-\arcsin(1/v)$ and expand:

$$\frac{E_b}{t}=\frac4\pi\left(v+\frac1{2v}+\dots\right)\left(\frac\pi2-\frac1v-\dots\right),$$

$$E_b=2V-\frac{4t}{\pi}+\frac{t^2}{V}+O\!\left(\frac{t^3}{V^2}\right). \tag{4}$$

Each term has a meaning. At $V=t$ the atom is simply one more chain site, and equation (2) gives $E_b=4t/\pi$. This is the cost of detaching an end atom from the chain. The first two terms of (4) thus describe detaching the end atom and binding it to the adsorbate, with two electrons in the bonding orbital at $-V$.

The third term comes from coupling this surface molecule back to the rest of the chain. Each molecular orbital has weight $\tfrac12$ on the old end site. Half the weight of the new end site lies in empty chain states and half in occupied ones. For $V\gg t$ the excitation energies are close to $V$. Per spin, hops from the bonding orbital to empty chain states give $t^2/(4V)$, and hops from occupied chain states to the antibonding orbital give the same. Two spins make $t^2/V$.

## How the crossover proceeds

The local exponent $p=d\ln E_b/d\ln V$ follows from equation (2). Differentiating $\sqrt a\,F=\operatorname{artanh}\sqrt a$ with respect to $a$ gives

$$\frac{dF}{da}=\frac{1}{2a}\left(\frac1{1-a}-F\right).$$

With $v\,da/dv=-2v^2$ and $1-a=v^2$,

$$p=2-\frac{2v^2}{F}\frac{dF}{da}=2-\frac{1/F-v^2}{1-v^2}. \tag{5}$$

The same expression continues to $v>1$. Its limits are:

- For $V\ll t$, $p\simeq2-1/\ln(2t/V)$, which approaches 2 only logarithmically.
- At $V=t$, the integral in (2) gives $F=1$ and $dF/da=\tfrac13$, so $p=\tfrac43$.
- For $V\gg t$, equation (4) gives $p\simeq1+2t/(\pi V)$.

For $t=2$ eV, equations (2) to (5) give the following values. The column headed "linear" is $2V-4t/\pi$, with $4t/\pi=2.546$ eV. All energies are in eV.

| $V$ | $E_b$ | law (3) | linear | $p$ |
|---|---|---|---|---|
| 0.02 | 0.00135 | 0.00135 | −2.51 | 1.81 |
| 0.20 | 0.0766 | 0.0763 | −2.15 | 1.67 |
| 1.00 | 0.968 | 0.883 | −0.55 | 1.46 |
| 2.00 | 2.546 | 1.765 | 1.45 | 1.33 |
| 4.00 | 6.158 | 0 | 5.45 | 1.22 |
| 10.0 | 17.80 | −58.3 | 17.45 | 1.11 |
| 40.0 | 77.55 | −2345 | 77.45 | 1.03 |

The first row can be followed by hand. The prefactor is $4(0.02)^2/(2\pi)=2.55\times10^{-4}$ eV and the logarithm is $\ln200=5.30$, so $E_b=1.35\times10^{-3}$ eV. The exponent is $2-1/5.30=1.81$. Even at $V=t/100$ the curve is visibly not quadratic.

Law (3) loses its meaning as $V$ approaches $2t=4$ eV, where its logarithm vanishes. In the last row, the linear form falls short of $E_b$ by 0.10 eV, which is the size of the next term, $t^2/V=0.10$ eV.

The crossover is broad. Solving for the relevant couplings numerically, $E_b$ exceeds law (3) by 10% at $V=1.02$ eV, and $p=3/2$ at $V=0.77$ eV. The bare surface-molecule value $2V$ still exceeds $E_b$ by 10% of $E_b$ at $V=12.45$ eV. There the excess is $2V-E_b=24.90\,(1-1/1.1)=2.26$ eV. By equation (4) it is the detachment cost $4t/\pi=2.55$ eV, which the tempting solution omitted, reduced mainly by the term $t^2/V=0.32$ eV.

## Does a split-off state mark a transition?

Outside the band, write $z=t(x+1/x)$ with $0<x<1$. Then $g=x/t$ satisfies the recursion for $g$. A bound state requires $z=V^2g$, which gives $x+1/x=v^2x$, or $x^2=1/(v^2-1)$. The condition $x<1$ means $V>\sqrt2\,t$. By symmetry there are then two states, at

$$\varepsilon=\pm\frac{V^2}{\sqrt{V^2-t^2}} .$$

The weight on the atom is the residue $1/(1-V^2g')$. Here $g'=(dg/dx)/(dz/dx)=-x^2/[t^2(1-x^2)]$, and $x^2/(1-x^2)=1/(v^2-2)$, so

$$w=\frac{1}{1+v^2/(v^2-2)}=\frac{v^2-2}{2(v^2-1)} .$$

For $t=2$ eV the threshold is $V=2.83$ eV. At $V=4$ eV the states lie at $\pm4.62$ eV and each has weight $\tfrac13$ on the atom. For $V\to\infty$ the weight tends to $\tfrac12$, as in an isolated two-site molecule.

The binding energy has no kink at the threshold. The denominator in (2) stays positive for every $v>0$ and $0\le x\le1$, so $E_b$ is a smooth function of $V$. The change from one law to the other is a crossover, not a transition.

## When the quadratic law is right

Let $\varepsilon_a<0$. The separated atomic level is then doubly occupied, because the reference is in equilibrium with the Fermi sea. A hop into an empty chain state costs at least $|\varepsilon_a|$, and second-order theory gives a finite result:

$$E_b\simeq2V^2\int_0^{2t}\frac{\rho_s(\varepsilon)}{\varepsilon+|\varepsilon_a|}\,d\varepsilon=\frac{V^2}{\pi t}\,I,\qquad I=\int_0^2\frac{\sqrt{4-x^2}}{x+\eta}\,dx,$$

with $x=\varepsilon/t$ and $\eta=|\varepsilon_a|/t$. Take $\eta<2$ and let $r=\sqrt{4-\eta^2}$. Writing $4-x^2=r^2-(x+\eta)(x-\eta)$ gives

$$I=\int_0^2\frac{\eta-x}{\sqrt{4-x^2}}\,dx+r^2J=\frac{\pi\eta}2-2+r^2J,\qquad J=\int_0^{\pi/2}\frac{d\theta}{\eta+2\sin\theta},$$

where $x=2\sin\theta$ in $J$. With $s=\tan(\theta/2)$ and then $q=\eta s+2$,

$$J=\int_0^1\frac{2\,ds}{\eta s^2+4s+\eta}=\int_2^{2+\eta}\frac{2\,dq}{q^2-r^2}=\frac1r\ln\frac{(2+\eta-r)(2+r)}{(2+\eta+r)(2-r)} .$$

Since $r^2=4-\eta^2$, cross-multiplication confirms that $(2+\eta-r)/(2+\eta+r)=\eta/(2+r)$. Also $(2+r)/(2-r)=(2+r)^2/\eta^2$. Hence $J=r^{-1}\ln[(2+r)/\eta]$ and

$$E_b\simeq\frac{V^2}{\pi t}\left[\frac{\pi\eta}{2}-2+r\ln\frac{2+r}{\eta}\right]. \tag{6}$$

This is a true $V^2$ law. It is safe when $V^2/t\ll|\varepsilon_a|$. For a level near the Fermi energy it breaks down once the half-width $V^2/t$ grows well beyond $|\varepsilon_a|$, because the width then replaces $|\varepsilon_a|$ as the cutoff of the logarithm. As $\eta\to0$ its coefficient diverges logarithmically, which recovers the fault found above.

At strong coupling the surface molecule has levels $\varepsilon_a/2\pm\sqrt{V^2+\varepsilon_a^2/4}$. Subtract twice the lower level from the reference energy $2\varepsilon_a$, then subtract the detachment cost:

$$E_b\simeq2\sqrt{V^2+\varepsilon_a^2/4}-|\varepsilon_a|-\frac{4t}\pi . \tag{7}$$

The slope at large $V$ is again 2. Equation (1) depends on $\varepsilon_a^2$, so a level above the Fermi energy gives the same binding.

For $\varepsilon_a=-1$ eV and $t=2$ eV, $\eta=0.5$ and equation (6) becomes $E_b\simeq(0.4426/\text{eV})V^2$. The table gives $E_b$ from numerical integration of (1), and $p$ from finite differences of $\ln E_b$. Energies are in eV.

| $V$ | $E_b$ | law (6) | law (7) | $p$ |
|---|---|---|---|---|
| 0.10 | 0.00443 | 0.00443 | −2.53 | 2.001 |
| 0.50 | 0.1121 | 0.1107 | −2.13 | 2.023 |
| 1.00 | 0.458 | 0.443 | −1.31 | 2.028 |
| 2.00 | 1.749 | 1.771 | 0.58 | 1.77 |
| 4.00 | 5.235 | 7.082 | 4.52 | 1.41 |
| 40.0 | 76.56 | 708 | 76.46 | 1.04 |

The exponent first rises slightly above 2. The fourth-order term of (1) explains this for small $V$. Expanding the logarithm and integrating by parts gives

$$\frac{V^4}{\pi}\int_0^\infty G^2\,\frac{\varepsilon_a^2-y^2}{(y^2+\varepsilon_a^2)^2}\,dy=-\frac{V^4}{\pi}\int_0^\infty\frac{y}{y^2+\varepsilon_a^2}\,\frac{dG^2}{dy}\,dy>0,$$

because $G$ decreases with $y$. The first correction to the $V^2$ law is therefore positive and raises $p$.

The choice of reference matters here. Measured from a neutral atom with one electron, the binding energy would be larger by $|\varepsilon_a|$ and would not vanish as $V\to0$. At weak coupling that extra part is the energy of moving an electron from the Fermi sea onto the atom, not bonding. At strong coupling the atom returns to nearly one electron (about 1.05 at $V=10$ eV for $\varepsilon_a=-1$ eV). The neutral atom is then the more natural reference, and measured from it the term $-|\varepsilon_a|$ drops out of (7). Electron repulsion $U$ on the atom is left out of every formula above, and it limits the logarithmic law. Take a singly occupied atom with $\varepsilon_a=-U/2$. Its occupation stays at one. A hop out to a chain state costs $\varepsilon+U/2$ and a hop in costs $|\varepsilon|+U/2$, so second order gives the finite integral that leads to (6), with $\eta=U/2t$. For $V^2/t\ll U$ the binding is again quadratic in $V$. Law (3) describes a one-electron atom only when the repulsion is negligible.

Numbers in the example were calculated in double precision.
